# Bright and dark excitons of a slipped dimer of parallel dipoles

## Problem

Two identical molecules, each with a ground state $g$ and an excited state $e$, have parallel transition dipoles of size $\mu$. Their centres are a distance $R$ apart, and the slip angle $\theta$, between $0$ and $90^\circ$, lies between the dipoles and the line of centres. Take $\mu=8$ D, $R=1$ nm and excitation energy $E_0=20000\ \mathrm{cm^{-1}}$; these are round model parameters.

(a) Find the energies and absorption strengths of the two exciton states as functions of $\theta$.

(b) An H dimer has its bright line above $E_0$, a J dimer below it. Which slip angles give which type, and what changes at the border?

(c) One molecule now slides parallel to its dipole, with the distance $d=1$ nm between the two layers fixed. Where is the red shift largest?

(d) At 298 K the excitation reaches thermal equilibrium within the pair before it emits. What dipole strength is available for emission?

(e) How large are the errors of the simplest model?

The molecules are in vacuum. Vibrations and charge transfer are left out, and $E_0$ includes any energy shift that both molecules share.

## A tempting solution

Two equal levels coupled by $V$ split into $E_0\pm|V|$. By analogy with a bonding orbital, the in-phase combination is taken to be the lower one. In it the two transition dipoles add, so it carries the intensity. The bright line is then at $E_0-|V|$ for every slip angle. For the side-by-side pair, $\theta=90^\circ$, where $|V|=322\ \mathrm{cm^{-1}}$, this predicts a red shift of $322\ \mathrm{cm^{-1}}$. Every dimer would be of J type, apart from angles at which $V$ vanishes.

## Where it fails

The splitting and the statement about adding dipoles are right. The fault is the borrowed energy order. An in-phase combination is lower when the coupling matrix element is negative, as it is for a bonding orbital built from two $s$ orbitals. Here the matrix element is a Coulomb energy between two dipoles, and its sign depends on geometry. Side by side, parallel dipoles have like charges facing each other and repel. Head to tail, they attract. Replacing $V$ by $|V|$ discards this information, so the sign must be kept.

## Correct solution

### The coupling

Let $|eg\rangle$ mean that molecule 1 is excited, and $|ge\rangle$ that molecule 2 is. The coupling $V=\langle eg|W|ge\rangle$, with $W$ the Coulomb interaction between the molecules, is the electrostatic energy of their two transition densities. Each density has zero net charge because $g$ and $e$ are orthogonal. We model each by charges $\pm q$ a length $l$ apart, with $\mu=ql$.

The two pairs of like charges are each separated by $\mathbf R$. The two pairs of unlike charges are separated by $\mathbf R+l\mathbf u$ and $\mathbf R-l\mathbf u$, where $\mathbf u$ is the unit vector along the dipoles. Hence

$$V=\frac{q^2}{4\pi\varepsilon_0}\left[\frac2R-\frac1{|\mathbf R+l\mathbf u|}-\frac1{|\mathbf R-l\mathbf u|}\right].$$

Write $x=l/R$ and $c=\cos\theta$. Then $|\mathbf R\pm l\mathbf u|=R\sqrt{1+y}$ with $y=\pm2xc+x^2$. Using $(1+y)^{-1/2}=1-\tfrac12y+\tfrac38y^2-\dots$ gives

$$\frac{R}{|\mathbf R\pm l\mathbf u|}=1\mp xc-\tfrac12x^2+\tfrac32x^2c^2+O(x^3).$$

In the sum of the two signs the odd powers of $x$ cancel, leaving $2+x^2(3c^2-1)+O(x^4)$. The 2 cancels against the like-charge term. With $q^2x^2/R=\mu^2/R^3$, the limit $l\ll R$ is

$$V=\frac{\mu^2}{4\pi\varepsilon_0R^3}\,(1-3\cos^2\theta).$$

### (a) Energies and strengths

In the basis $|eg\rangle,|ge\rangle$ the Hamiltonian is

$$H=\begin{pmatrix}E_0&V\\V&E_0\end{pmatrix}.$$

Acting on $(1,\pm1)/\sqrt2$, it gives $(E_0\pm V,\;V\pm E_0)/\sqrt2=(E_0\pm V)(1,\pm1)/\sqrt2$. Therefore

$$|\pm\rangle=\frac{|eg\rangle\pm|ge\rangle}{\sqrt2},\qquad E_\pm=E_0\pm V.$$

For $R$ much smaller than the wavelength, both molecules feel the same field. The transition dipoles from $|gg\rangle$ are $(\mu\pm\mu)/\sqrt2$, and their squares are

$$D_+=2\mu^2,\qquad D_-=0.$$

The slip angle does not enter the strengths. They depend on the angle between the two dipoles, which is zero here. If that angle were $\alpha$, the strengths would be $|\boldsymbol\mu_1\pm\boldsymbol\mu_2|^2/2=\mu^2(1\pm\cos\alpha)$, and the second line would appear.

The arrow drawn on a transition dipole is a convention, since changing the sign of one excited wavefunction reverses it. Reversing one arrow turns $V$ into $-V$ and makes the minus combination bright. Its energy is $E_0-(-V)=E_0+V$, so the spectrum is unchanged.

### (b) The border between H and J

The bright line is shifted by $V$, with its sign. The shift vanishes when $3\cos^2\theta=1$:

$$\theta_m=\arccos\frac1{\sqrt3}=54.7^\circ.$$

Above $\theta_m$ the dimer is of H type, below it of J type. What exchanges at $\theta_m$ is the energy order of the two states. The in-phase state keeps its strength $2\mu^2$ and passes through the dark state. At the crossing both states lie at $E_0$, where the total strength is $2\mu^2$, the same as for two uncoupled molecules.

For the given parameters $\mu^2/(4\pi\varepsilon_0R^3)=322.2\ \mathrm{cm^{-1}}$, so the bright shifts are:

- $\theta=90^\circ$: $322.2\times1=+322.2\ \mathrm{cm^{-1}}$, a line at 492.1 nm;
- $\theta=60^\circ$: $322.2\times(1-\tfrac34)=+80.5\ \mathrm{cm^{-1}}$;
- $\theta=30^\circ$: $322.2\times(1-\tfrac94)=-402.7\ \mathrm{cm^{-1}}$;
- $\theta=0^\circ$: $322.2\times(1-3)=-644.4\ \mathrm{cm^{-1}}$, a line at 516.6 nm.

The monomer absorbs at 500.0 nm. At equal $R$ the head-to-tail shift is twice the side-by-side shift and opposite in sign. The tempting solution has the wrong sign at $90^\circ$ and at $60^\circ$.

A gradual transfer of intensity does occur if the molecules are not quite equal. Let their energies be $E_0\pm\Delta/2$ with $\Delta>0$. The upper state is $(\cos b,\sin b)$ with $\tan2b=2V/\Delta$, and the lower is $(-\sin b,\cos b)$. Their strengths are $\mu^2(\cos b\pm\sin b)^2=\mu^2(1\pm\sin2b)$, or

$$D_{\text{upper, lower}}=\mu^2\left(1\pm\frac{V}{\sqrt{V^2+\Delta^2/4}}\right).$$

At $V=0$ each line has the monomer strength. For $|V|\gg\Delta/2$ the result for equal molecules returns.

### (c) Sliding at fixed layer distance

Now $R=d/\sin\theta$, so sliding towards small $\theta$ also separates the centres:

$$V=\frac{\mu^2}{4\pi\varepsilon_0d^3}\,\sin^3\theta\,(1-3\cos^2\theta).$$

With $w=\sin^2\theta$ the angular factor is $g=w^{3/2}(3w-2)$, and

$$\frac{dg}{dw}=\tfrac32w^{1/2}(3w-2)+3w^{3/2}=w^{1/2}\left(\tfrac{15}2w-3\right).$$

The derivative is negative for $w<2/5$ and positive for $w>2/5$, so $g$ has its minimum at $\sin^2\theta=2/5$, or $\theta=39.2^\circ$. There $R=1/\sqrt{0.4}=1.58$ nm, and the shift is $322.2\times0.4^{3/2}\times(-0.8)=-65.2\ \mathrm{cm^{-1}}$.

For point dipoles the border stays at $\theta_m$, because the added factor $\sin^3\theta$ does not vanish there. As $\theta\to0$ the shift goes to zero instead of reaching the $-644.4\ \mathrm{cm^{-1}}$ found at fixed $R$.

### (d) Emission after equilibration

The Boltzmann probability of the bright state, with energies measured from $E_0$, is

$$p_+=\frac{e^{-V/k_BT}}{e^{-V/k_BT}+e^{V/k_BT}}=\frac1{1+e^{2V/k_BT}}.$$

The dark state contributes nothing, so the mean strength is $2\mu^2p_+$. At 298 K, $k_BT=207.1\ \mathrm{cm^{-1}}$. At $\theta=90^\circ$ the exponent is $644.4/207.1=3.11$, and the mean strength is $0.085\,\mu^2$. At $\theta=0$ the exponent is $-6.22$, and it is $1.996\,\mu^2$. A single molecule has $\mu^2$.

At $90^\circ$ the H dimer absorbs strongly but then collects most of its excitation in the lower, dark state. Nearer to $\theta_m$ the splitting is smaller and the effect weaker: at $60^\circ$ the same formula leaves a mean strength of $0.63\,\mu^2$. In the J dimer the lower state is the bright one. These numbers are dipole strengths. An emission rate also contains the cube of the frequency, and a yield requires the rates of non-radiative loss.

### (e) Errors of the simplest model

**Doubly excited state.** The interaction also couples $|gg\rangle$ to $|ee\rangle$, with the same $V$ for real wavefunctions. In that basis

$$H'=\begin{pmatrix}0&V\\V&2E_0\end{pmatrix},\qquad E=E_0\pm S,\qquad S=\sqrt{E_0^2+V^2}.$$

The ground energy is $E_0-S$, while $|+\rangle$ stays at $E_0+V$. The bright transition energy is therefore $S+V$. Compared with $E_0+V$, it is higher by $S-E_0\approx V^2/(2E_0)$, which is $2.6\ \mathrm{cm^{-1}}$ at $90^\circ$ and $10.4\ \mathrm{cm^{-1}}$ at $0^\circ$. Both the size and the sign of this correction depend on the further levels of each molecule; the values given hold for molecules with exactly two levels. Two coupled harmonic oscillators with the same $E_0$, $\mu$ and $V$ have their bright line at $\sqrt{E_0^2+2E_0V}\approx E_0+V-V^2/(2E_0)$, lower than $E_0+V$ by about the same amount.

The ground state is $\cos a\,|gg\rangle-\sin a\,|ee\rangle$ with $\tan2a=V/E_0$, hence $\sin2a=V/S$. Both $|gg\rangle$ and $|ee\rangle$ have transition dipole $\sqrt2\mu$ to $|+\rangle$, so

$$D_+=2\mu^2(\cos a-\sin a)^2=2\mu^2\left(1-\frac VS\right).$$

This is $1.968\,\mu^2$ at $90^\circ$ and $2.064\,\mu^2$ at $0^\circ$. Both transition dipoles to $|-\rangle$ vanish, so the dark state stays dark in this four-state model.

Oscillator strength is proportional to transition energy times dipole strength. Relative to one monomer it is

$$\frac{(S+V)\,2(1-V/S)}{E_0}=\frac{2(S^2-V^2)}{E_0S}=\frac{2E_0}{S}.$$

The first-order changes of energy and dipole strength cancel. The values are 1.9997 at $90^\circ$ and 1.9990 at $0^\circ$.

**Finite dipole length.** This error can be much larger than the previous one. For $l=0.5$ nm, so $x=\tfrac12$, the sum over charges replaces the angular factor $-2$ at $\theta=0$ by $(2-\tfrac23-2)/x^2=-\tfrac83$, and the factor $1$ at $90^\circ$ by $(2-2/\sqrt{1.25})/x^2=0.845$. The shifts become $-859$ and $+272\ \mathrm{cm^{-1}}$ instead of $-644$ and $+322\ \mathrm{cm^{-1}}$.

The border moves too, since the angle $54.7^\circ$ belongs to point dipoles. Carrying the expansion of the two unlike-charge terms to $x^4$ adds

$$2x^4\left[\tfrac38-\tfrac{15}4c^2+\tfrac{35}8c^4\right]$$

to their sum; the three terms come from $y^2$, $y^3$ and $y^4$. At $c^2=1/3$ the bracket is $-7/18$. After division by $x^2$, the condition $V=0$ reads $(3c^2-1)-\tfrac79x^2=0$ near $\theta_m$. The slope of $3c^2-1$ there is $-6\cos\theta_m\sin\theta_m=-2\sqrt2$. The crossing thus moves by

$$\delta\theta=-\frac{7}{18\sqrt2}\left(\frac lR\right)^2\ \text{radians}.$$

For $l=0.5$ nm this estimate puts the crossing at $50.8^\circ$; the full sum over charges gives $50.9^\circ$. These angles hold for $R=1$ nm. A dimer at $53^\circ$ would then be of H type, although the point-dipole formula calls it J. The sliding results of part (c) move as well: for $l=0.5$ nm and $d=1$ nm the sum over charges puts the largest red shift, $-60.7\ \mathrm{cm^{-1}}$, at $37.3^\circ$ and the border at $52.3^\circ$.

**Optical phase.** Light of the monomer wavelength, travelling along the line of centres, reaches the molecules with a phase difference $kR=2\pi\times1/500=0.0126$, where $k$ is its wavenumber in radians per length. The dark state then gains a strength $\mu^2|1-e^{ikR}|^2/2\approx\mu^2(kR)^2/2=7.9\times10^{-5}\,\mu^2$ when the dipoles lie along the field. Since the field is transverse to the direction of travel, this requires $\theta=90^\circ$. For other directions of travel the phase difference is smaller, so this value is an upper bound on the contribution from the phase alone. Other slip angles stay below it; at $\theta=0$ the largest value, for light at $45^\circ$ to the line of centres, is a quarter of it.

The numerical output below lists the shifts and strengths at further slip angles.

## Numbers as computed

```
transition dipole: 8.0 D
centre distance R: 1.0 nm
site energy E0: 20000 cm^-1
mu^2/(4 pi eps0 R^3): 322.2 cm^-1
angle/deg, bright shift/cm^-1, dark shift/cm^-1, strengths/mu^2, type
  0   -644.4   +644.4 2.000 0.000 J
 30   -402.7   +402.7 2.000 0.000 J
 45   -161.1   +161.1 2.000 0.000 J
 60    +80.5    -80.5 2.000 0.000 H
 75   +257.4   -257.4 2.000 0.000 H
 90   +322.2   -322.2 2.000 0.000 H
crossing angle, point dipoles: 54.7356 deg
total strength at crossing: 2.000 mu^2
monomer wavelength: 500.0 nm
bright line H, 90 deg: 20322.2 cm^-1 = 492.1 nm
bright line J, 0 deg: 19355.6 cm^-1 = 516.6 nm
layer distance for sliding: 1.0 nm
angle of largest red shift on sliding: 39.23 deg
centre distance there: 1.581 nm
largest red shift on sliding: -65.2 cm^-1
temperature: 298 K, kT: 207.1 cm^-1
thermal emission strength H, 90 deg: 0.085 mu^2
thermal emission strength J, 0 deg: 1.996 mu^2
four-state H, 90 deg: extra shift 2.59 cm^-1
  strength 1.9678 mu^2, oscillator strength/monomer 1.9997
four-state J, 0 deg: extra shift 10.38 cm^-1
  strength 2.0644 mu^2, oscillator strength/monomer 1.9990
finite dipole length: 0.5 nm
crossing for this length: 50.89 deg
leading-order estimate of it: 50.80 deg
optical phase kR: 0.01257 rad
dark strength from this phase, at most: 7.90e-05 mu^2
```
